# Separate and joint extrapolation of neon CCSD pair energies

**Data for the question.** Coupled-cluster singles and doubles (CCSD) calculations on the neon atom, with a closed-shell Hartree-Fock reference and the 1s orbital frozen, gave the sums \(S_X\) of singlet pair energies and \(T_X\) of triplet pair energies below. The basis sets are cc-pVXZ with cardinal number \(X\). Energies are in hartree, and atomic units are used throughout.

- \(X=3\): \(S=-0.170533,\quad T=-0.095814\)
- \(X=4\): \(S=-0.192730,\quad T=-0.101952\)
- \(X=5\): \(S=-0.201626,\quad T=-0.103863\)

## Part (a): What is being separated?

*Define the singlet and triplet sums in terms of the CCSD amplitudes, and relate the triplet sum to the energy of αα pairs.*

**Answer.** Let \(i,j\) be occupied valence orbitals and \(a,b\) virtual orbitals, all real. Define

\[
K_{ab}=(ia|jb),\qquad \tau_{ab}=t_{ij}^{ab}+t_i^a t_j^b ,
\]

with the indices \(i,j\) understood. In a closed shell the double excitations are \(\tfrac12\sum \tau_{ab}E_{ai}E_{bj}\), where \(E_{ai}\) moves an electron from \(i\) to \(a\), summed over both spins. The energy is the matrix element of the Hamiltonian between the reference and these doubles. Single excitations do not contribute directly, by Brillouin's theorem.

When the two electrons have opposite spin there is no exchange integral. The two spin orders are equal and cancel the factor ½:

\[
E_{\alpha\beta}=\sum_{ij}\sum_{ab}\tau_{ab}K_{ab}.
\]

For two α electrons the exchange integral enters and the factor ½ stays:

\[
E_{\alpha\alpha}=\tfrac12\sum_{ij}\sum_{ab}\tau_{ab}(K_{ab}-K_{ba}).
\]

Now split \(K=K^S+K^A\) and \(\tau=\tau^S+\tau^A\) into parts symmetric and antisymmetric in \(a,b\). Products of a symmetric and an antisymmetric part sum to zero, so

\[
E_{\alpha\beta}=\sum\tau^S_{ab}K^S_{ab}+\sum\tau^A_{ab}K^A_{ab},\qquad
E_{\alpha\alpha}=E_{\beta\beta}=\sum\tau^A_{ab}K^A_{ab}.
\]

The antisymmetric part occurs three times with equal weight, once for each component \(M=1,0,-1\) of a triplet. The symmetric part occurs once and is the singlet. Hence

\[
S=\tfrac12\sum\tau_{ab}(K_{ab}+K_{ba}),\qquad
T=\tfrac32\sum\tau_{ab}(K_{ab}-K_{ba})=3E_{\alpha\alpha}.
\]

Their sum is \(\sum\tau_{ab}(2K_{ab}-K_{ba})\), the full correlation energy.

The relation \(T=3E_{\alpha\alpha}\) was tested with a separate spin-unrestricted CCSD calculation in cc-pVDZ. It gives \(E_{\alpha\alpha}=-0.023346\), and three times this agrees with \(T=-0.070037\) to the rounding of the digits shown.

## Part (b): Where do different powers come from?

*Take two electrons in hydrogenic orbitals with nuclear charge 1, and treat their repulsion to second order. Find the leading large-\(l\) contribution of virtual pairs \((l,l)\) for the 1s² singlet and the 1s2s triplet.*

**Answer.** Let \(F(r_1,r_2)\) be the zeroth-order radial function, built from the functions \(P(r)=rR(r)\). The repulsion is

\[
\frac1{r_{12}}=\sum_l v_l\,P_l(\cos\theta_{12}),\qquad v_l=\frac{r_<^l}{r_>^{l+1}} .
\]

Two s electrons have the angular function \(1/4\pi\). The normalized \((l,l)\) function of total angular momentum zero is \(\sqrt{2l+1}\,P_l/4\pi\). The source in channel \(l\) is therefore \(Fv_l/\sqrt{2l+1}\). With \(\lambda=l+\tfrac12\), so that \(2l+1=2\lambda\),

\[
E_l=-\frac1{2\lambda}\left\langle Fv_l\left|(h_1+h_2-E_0)^{-1}\right|Fv_l\right\rangle .
\]

Set \(r_1=r+s/2\), \(r_2=r-s/2\) and \(\kappa=\lambda/r\). Since \(v_l=(r_1r_2)^{-1/2}e^{-\lambda|\ln(r_1/r_2)|}\) and \(\ln(r_1/r_2)\approx s/r\),

\[
v_l\approx \frac{e^{-\kappa|s|}}{r}.
\]

High partial waves thus probe separations \(|s|\sim r/\lambda\), close to coalescence. The radial kinetic energy is \(-\partial_s^2-\tfrac14\partial_r^2\), and the two centrifugal terms add up to about \(\lambda^2/r^2=\kappa^2\). The terms \(\partial_s^2\) and \(\kappa^2\) grow as \(\lambda^2\); the \(r\) derivative, the nuclear attraction and \(E_0\) do not. To leading order

\[
h_1+h_2-E_0\approx-\partial_s^2+\kappa^2 .
\]

*Singlet.* Here \(F\approx P_{1s}(r)^2\) at small \(s\). The Fourier transform of \(e^{-\kappa|s|}\) is \(2\kappa/(k^2+\kappa^2)\), so the integral over \(s\) is

\[
\int\frac{dk}{2\pi}\frac{4\kappa^2}{(k^2+\kappa^2)^3}
=\frac{4\kappa^2}{2\pi}\,\frac{3\pi}{8\kappa^5}=\frac3{4\kappa^3}.
\]

The substitution \(k=\kappa\tan\theta\) reduces the \(k\) integral to \(\int\cos^4\theta\,d\theta=3\pi/8\) over \((-\pi/2,\pi/2)\). Inserting \(\kappa=\lambda/r\) and the factor \(1/r^2\) from \(v_l^2\),

\[
E_l\approx-\frac1{2\lambda}\int\frac{P_{1s}^4}{r^2}\frac{3r^3}{4\lambda^3}\,dr
=-\frac{3}{8\lambda^4}\int P_{1s}^4\,r\,dr .
\]

With \(P_{1s}=2re^{-r}\) the last integral is \(16\cdot5!/4^6=15/32\), and

\[
E_l\approx-\frac{45}{256}\,\lambda^{-4}=-0.17578\,\lambda^{-4}.
\]

*Triplet.* The antisymmetric function vanishes at \(s=0\). Expanding \([P_{1s}(r_1)P_{2s}(r_2)-P_{2s}(r_1)P_{1s}(r_2)]/\sqrt2\) gives

\[
F\approx s\,w(r),\qquad w=\frac{P_{1s}'P_{2s}-P_{1s}P_{2s}'}{\sqrt2}.
\]

For \(P_{2s}=r(1-r/2)e^{-r/2}/\sqrt2\) this is \(w=\tfrac14r^3e^{-3r/2}\). The additional factor \(s\) turns the transform into \(i\,d/dk\) of the previous one, with squared modulus \(16\kappa^2k^2/(k^2+\kappa^2)^4\). Therefore

\[
\int\frac{dk}{2\pi}\frac{16\kappa^2k^2}{(k^2+\kappa^2)^5}
=\frac{16\kappa^2}{2\pi}\,\frac{5\pi}{128\kappa^7}=\frac5{16\kappa^5},
\]

where the same substitution gives \(\int\sin^2\theta\cos^6\theta\,d\theta=5\pi/128\). It follows that

\[
E_l\approx-\frac1{2\lambda}\int\frac{w^2}{r^2}\frac{5r^5}{16\lambda^5}\,dr
=-\frac5{32\lambda^6}\int w^2r^3\,dr .
\]

The integral is \(9!/(16\cdot3^{10})\), so \(E_l\approx-0.06001\,\lambda^{-6}\).

The antisymmetry keeps the electrons apart where the high partial waves act. One factor \(s\sim r/\lambda\) in the wave function costs two powers of \(\lambda\) in the energy.

Explicit sums over radial states test both results. With 35 radial functions per \(l\), the local powers between \(l=8\) and \(l=12\) are 3.996 and 5.914. After removal of a relative \(\lambda^{-2}\) correction, the coefficients are 0.17262 and 0.05974, lower than the formulas by about 1.8% and 0.5%. These sums are not radially converged. The converged local powers are 3.977 and 5.912, and the converged coefficients are 0.17572 and 0.05985, within 0.1% and 0.3% of the formulas. The singlet deviation of 1.8% is therefore almost entirely an error of the radial discretization, and the closeness of 3.996 to 4 is accidental.

## Part (c): From partial waves to cardinal numbers

*Derive the error left when all partial waves with \(l>L\) are omitted. State what must be assumed before \(X\) can replace \(L+1\) for neon.*

**Answer.** Each term \((l+\tfrac12)^{-p}\) is the midpoint estimate of an integral from \(l\) to \(l+1\). Hence

\[
\sum_{l=L+1}^{\infty}(l+\tfrac12)^{-p}\approx\int_{L+1}^{\infty}x^{-p}dx=\frac{(L+1)^{1-p}}{p-1}.
\]

The power \(p=4\) gives an error proportional to \((L+1)^{-3}\), and \(p=6\) gives \((L+1)^{-5}\). For \(L=5\) the full sums are 0.9864 and 0.9668 times these estimates.

Three assumptions lead from here to the neon fits.

1. The leading powers of the two-electron model carry over to CCSD pairs that involve 2p orbitals. The local argument makes this plausible, because singlet pairs can be found at coalescence while triplet pair functions vanish there. The model calculation does not prove it for neon.
2. The radial functions within each \(l\) are complete, or their remaining error follows the same power.
3. \(X\) may stand for \(L+1\). The neon cc-pVXZ sets reach \(l=X\), so strict counting gives \(L+1=X+1\). Since \((X+1)^{-n}=X^{-n}(1-n/X+\dots)\), the choice does not affect the leading power, but at \(X=4\) or 5 the correction \(n/X\) is not small.

## Part (d): The two schemes

*Derive the two-point limit for a general power \(n\). Then find the difference between a single \(X^{-3}\) fit of \(S+T\) and separate fits with \(X^{-3}\) for \(S\) and \(X^{-5}\) for \(T\). Discuss large \(X\).*

**Answer.** Assume \(E_X=E_\infty+BX^{-n}\) at two cardinal numbers \(X<Y\). Subtraction gives \(B=(E_Y-E_X)/(Y^{-n}-X^{-n})\). Inserting this in \(E_\infty=E_Y-BY^{-n}\) and dividing numerator and denominator by \(Y^{-n}\),

\[
E_\infty^{(n)}=E_Y+c_n(E_Y-E_X),\qquad c_n=\frac1{(Y/X)^n-1}.
\]

For fixed \(n\) this is linear in the energies. A single \(X^{-3}\) fit of the sum is therefore identical to two \(X^{-3}\) fits, one of \(S\) and one of \(T\). The singlet parts of the two schemes cancel, and

\[
\Delta\equiv E_{\text{single}}-E_{\text{separate}}=(c_3-c_5)(T_Y-T_X).
\]

Because \(c_3>c_5\), the single fit lies lower whenever the triplet energy falls from \(X\) to \(Y\). This is a statement about the formulas. It does not tell which limit is closer to the truth.

Suppose first that the triplets do follow \(X^{-5}\). The error still present at \(Y\) is then \(T_Y-T_\infty=-c_5(T_Y-T_X)\), and the single fit overshoots the triplet limit by

\[
\frac{|\Delta|}{T_Y-T_\infty}=\frac{c_3}{c_5}-1 .
\]

For \(Y=X+1\) and large \(X\), \((1+1/X)^n-1\approx n/X\), so \(c_n\approx X/n\) and the ratio tends to \(5/3-1=2/3\). The fault of the single fit then decays as \(X^{-5}\), like the triplet error itself. It does not spoil the removal of the leading \(X^{-3}\) singlet error.

Suppose instead that the triplets follow \(X^{-3}\) over the range used. Then the single fit is correct for them, and the separate scheme stops short by \(|\Delta|\). The benefit of separation thus depends on whether the triplets have reached their asymptotic law.

## Part (e): Numerical limits

*Evaluate both schemes for the pairs (3,4) and (4,5).*

**Answer.** For (4,5), \(c_3=1/(1.25^3-1)=1.04918\) and \(c_5=1/(1.25^5-1)=0.48739\). The increments, taken from the unrounded energies, are \(-0.008895\) for the singlets and \(-0.001911\) for the triplets. The separate limits are

\[
S_\infty=-0.201626-1.04918\times0.008895\approx-0.21096,
\]
\[
T_\infty=-0.103863-0.48739\times0.001911\approx-0.10479,
\]

with sum \(-0.31575\) hartree. The single fit uses the total \(-0.305489\) and its increment \(-0.010807\):

\[
E_{\text{single}}=-0.305489-1.04918\times0.010807\approx-0.31683 .
\]

The difference formula gives

\[
\Delta=(1.04918-0.48739)(-0.001911)\approx-0.00107\ \text{hartree}=-2.82\ \text{kJ/mol},
\]

in agreement with the two limits.

For (3,4) the factors are \(c_3=0.72973\) and \(c_5=0.31114\), and the triplet increment is \(-0.006138\). The separate scheme gives \(-0.31279\), the single fit \(-0.31536\), and

\[
\Delta=(0.72973-0.31114)(-0.006138)\approx-0.00257\ \text{hartree}=-6.75\ \text{kJ/mol}.
\]

The schemes approach each other as the sets grow. This does not make \(|\Delta|\) an error bar. From (3,4) to (4,5) the separate limit moves by \(-0.0030\) hartree, more than the gap between the schemes at either pair.

## Part (f): Do the data support the separate powers?

*Use the \(X=5\) energies as a check on the (3,4) fits, and assess the result.*

**Answer.** Each (3,4) fit predicts an energy at \(X=5\). The predicted minus the computed values, in hartree, are:

- singlets with \(X^{-3}\): \(+0.00099\)
- triplets with \(X^{-3}\): \(-0.00027\)
- triplets with \(X^{-5}\): \(+0.00063\)

A positive value means that the prediction is not low enough. For the total, the single law misses by \(+0.00072\) and the separate laws by \(+0.00162\). With \(X\) itself as the variable, the single fit does better on this check, for two reasons visible in the list. With that variable the triplets are closer to \(X^{-3}\) than to \(X^{-5}\), and the overshoot of the triplets under \(X^{-3}\) cancels part of the singlet shortfall.

With the same variable, the \(X^{-5}\) law fails at (3,4). Its triplet limit, \(-0.103862\), is already matched by the computed \(X=5\) energy, \(-0.103863\). No room is left for the further lowering that the law itself requires beyond \(X=5\).

Fitting a free power to \(X=3,4,5\) gives 2.55 for the singlets and 3.51 for the triplets. The triplet power is the larger, as the model of part (b) suggests, but with \(X\) as the variable both lie below their asymptotic values. If these powers persisted, the limit would be \(-0.3187\) hartree. The triplet part would be \(-0.10547\), which is closer to the \(X^{-3}\) value from (4,5), \(-0.10587\), than to the \(X^{-5}\) value, \(-0.10479\). Persistence is itself doubtful, since the powers should rise towards 3 and 5 if the asymptotic laws hold. Frozen-core MP2 for neon, where a radially converged partial-wave limit can be computed (\(T=-0.11405\)), illustrates this. The free triplet power in the same sets is 3.38, yet the (4,5) triplet limit errs by \(+0.00017\) with \(X^{-5}\) and by \(-0.00105\) with \(X^{-3}\). This is evidence from MP2, not a CCSD limit.

Two of the assumptions in part (c) can be examined further.

*Radial completeness.* The aug-cc-pVXZ sets add diffuse functions without raising the highest \(l\). They lower \(S\) and \(T\) by 0.0054 and 0.0023 hartree at \(X=3\), and by 0.0023 and 0.0007 hartree at \(X=4\). The plain sets are therefore not radially complete at fixed \(l\), and the part of the deficiency that these diffuse functions remove changes with \(X\). That part enters the increments from which the limits are built. These CCSD data cannot settle how much radial incompleteness lowers the effective powers, because no augmented energy at \(X=5\) was computed. At the MP2 level it explains only part of the lowering: radially complete energies with \(l\le L\) for \(L=3,4,5\) still give free powers of 2.5 and 3.8 with \(L\) as the variable, against 2.0 and 3.4 in cc-pVXZ, and 3.5 and 5.1 with \(L+1\). The augmented (3,4) limits are \(-0.3131\) for the separate scheme and \(-0.3150\) for the single fit.

*Choice of origin.* With \(X+1\) in place of \(X\), the (4,5) limits become \(-0.3190\) and \(-0.3203\) hartree. This shifts each scheme by more than 0.003 hartree, about three times the difference between them. The origin also reverses the check above. A law \((X+1)^{-n}\) predicts the (4,5) increment as the (3,4) increment divided by \((4^{-n}-5^{-n})/(5^{-n}-6^{-n})\), which is 2.262 for \(n=3\) and 3.430 for \(n=5\). The predicted minus computed values become \(-0.00092\) for the singlets with \(n=3\), and \(-0.00080\) and \(+0.00012\) for the triplets with \(n=3\) and \(n=5\). The single law then misses by \(-0.00172\) and the separate laws by \(-0.00079\). The (3,4) triplet limit for \(n=5\) becomes \(-0.101952-0.48739\times0.006138\approx-0.10494\), below the \(X=5\) energy, and the observed ratios of increments correspond to free powers of about 3.5 and 4.7.

The separate scheme has the sounder asymptotic basis, granted the transfer from the model to neon. At \(X\le5\) in these sets, however, the data do not show it to be more accurate. The one prediction that can be checked favours the single fit when \(X\) is the variable and the separate scheme when \(X+1\) is, so it does not decide between them. None of the limits above is an established basis-set limit, so the actual error of either scheme remains unknown here. A decision would need larger sets or an independent explicitly correlated calculation.

All these energies are valence CCSD correlation energies. Triple and higher excitations, core correlation, relativity and the basis-set error of the Hartree-Fock energy are left out, and no extrapolation in \(X\) restores the physics missing from the method.

## Calculated quantities

```
Hydrogenic model, partial waves l = 8 and 12
local power of lambda: singlet 3.996, triplet 5.914
A_s: sum 0.17262, formula 0.17578 hartree
A_t: sum 0.05974, formula 0.06001 hartree
tail sum/law above L=5: 0.9864, 0.9668
cc-pVDZ: T -0.070037, UCCSD alpha-alpha -0.023346 hartree
Neon CCSD, 1s frozen, cc-pVXZ (hartree)
X=3: S -0.170533, T -0.095814, sum -0.266347
X=4: S -0.192730, T -0.101952, sum -0.294682
X=5: S -0.201626, T -0.103863, sum -0.305489
X=5 singlet: 2s2s -0.011843, 2s2p -0.060481, 2p2p -0.129302 hartree
X=5 triplet: 2s2p -0.023906, 2p2p -0.079957 hartree
(3,4) factors: c3 0.72973, c5 0.31114
(3,4) increments: S -0.022197, T -0.006138 hartree
(3,4) limits: S(3) -0.208928, T(5) -0.103862, T(3) -0.106431 hartree
(3,4) separate -0.312790, single -0.315359 hartree
(3,4) single - separate: -0.002569 hartree = -6.746 kJ/mol
(4,5) factors: c3 1.04918, c5 0.48739
(4,5) increments: S -0.008895, T -0.001911 hartree
(4,5) limits: S(3) -0.210959, T(5) -0.104795, T(3) -0.105869 hartree
(4,5) separate -0.315753, single -0.316827 hartree
(4,5) single - separate: -0.001074 hartree = -2.819 kJ/mol
Prediction of X=5 from X=3,4, minus computed value (hartree)
S by X^-3: 0.000991
T by X^-3: -0.000274; T by X^-5: 0.000627
sum: single 0.000717, separate 0.001618
effective powers from X=3,4,5: S 2.551, T 3.508
limits with these powers: S -0.213226, T -0.105473, sum -0.318699 hartree
(4,5) limits with X+1 for X: separate -0.318992, single -0.320334 hartree
Lowering by diffuse functions, aug-cc-pVXZ minus cc-pVXZ (hartree)
X=3: S -0.005424, T -0.002324
X=4: S -0.002332, T -0.000744
aug (3,4) limits: separate -0.313117, single -0.315025 hartree
```
